# The EXAFS formula from final-state interference, and its displaced Fourier peaks: a test that failed at first

The program, its output, the diagnosis and the repair follow.

```python
"""EXAFS from final-state interference (K edge, one electron).

Result under test, for polarization along a bond of length R:
    chi(k) = -3 |f(pi)| / (k R^2) * sin(2 k R + 2 delta_1 + arg f(pi)),
with 3 replaced by 1 per neighbour in an isotropic average.
k: photoelectron wavenumber; delta_1: p-wave phase shift of the absorber;
f(pi): backscattering amplitude of the neighbour.
The Fourier peak has its centroid at R + (1/2) <d(phase)/dk>,
phase = 2 delta_1 + arg f(pi), averaged with the squared signal envelope.
Atomic units are used except where a name ends in _A (angstrom units).
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.special import spherical_jn, spherical_yn, lpmv, eval_legendre

BOHR_A = physical_constants["Bohr radius"][0] * 1e10


def hankel(l, x, derivative=False):
    return (spherical_jn(l, x, derivative=derivative)
            + 1j * spherical_yn(l, x, derivative=derivative))


def phase_tangents(potential, r_cut, k, l_max):
    """tan(delta_l) for all k and l: Numerov integration on a log mesh.

    The potential is shifted to vanish at r_cut and is zero beyond it."""
    dx = 0.003
    n_in = int(np.log(r_cut / 1e-4) / dx)
    r = r_cut * np.exp(dx * np.arange(-n_in, 31))
    v = np.where(r < r_cut, potential(r) - potential(r_cut), 0.0)
    l = np.arange(l_max + 1)
    k = np.asarray(k, dtype=float)[:, None]
    c = dx**2 / 12

    def g(i):
        return (l + 0.5)**2 + r[i]**2 * (2 * v[i] - k**2)

    def start(i):
        return r[i]**(l + 0.5) * (1 + v[i] * r[i]**2 / (l + 1)) + 0 * k

    y_old, y = start(0), start(1)
    g_old, g_now = g(0), g(1)
    i_a, i_b = len(r) - 25, len(r) - 1
    for i in range(2, len(r)):
        g_new = g(i)
        y_new = ((2 + 10 * c * g_now) * y - (1 - c * g_old) * y_old) \
            / (1 - c * g_new)
        y_old, y, g_old, g_now = y, y_new, g_now, g_new
        if i == i_a:
            u_a = y / np.sqrt(r[i])
    u_b = y / np.sqrt(r[i_b])
    ja, jb = spherical_jn(l, k * r[i_a]), spherical_jn(l, k * r[i_b])
    na, nb = spherical_yn(l, k * r[i_a]), spherical_yn(l, k * r[i_b])
    tangent = (ja * u_b - jb * u_a) / (na * u_b - nb * u_a)
    return np.where(l > k * r_cut + 8, 0.0, tangent)


def backscattering(k, tangents):
    l = np.arange(tangents.shape[1])
    t = tangents / (1 - 1j * tangents)
    return np.sum((2 * l + 1) * (-1.0)**l * t, axis=1) / k


def spherical_signal(k, R, tan_p, tangents):
    """Complex single-scattering signal with exact spherical waves."""
    l = np.arange(tangents.shape[1])
    t = tangents / (1 - 1j * tangents)
    hp = hankel(l, (k * R)[:, None], derivative=True)
    central = (1 + 1j * tan_p) / (1 - 1j * tan_p)
    return central * 3 * np.sum((2 * l + 1) * 1j * t * hp**2, axis=1)


# ---- Two Gaussian wells: full solution without any scattering theory ----
V_C, A_C = 8.0, 0.6      # absorber depth (hartree) and width (bohr)
V_N, A_N = 6.0, 0.5      # neighbour depth and width


def well_c(r):
    return -V_C * np.exp(-(r / A_C)**2)


def well_n(r):
    return -V_N * np.exp(-(r / A_N)**2)


def grid_response(k, R, m, neighbour, h=0.02):
    """<s|G|s> for a localized l=1 source s, outgoing boundary condition.

    Finite differences in r, coupled angular channels about the absorber,
    block elimination from the outside inwards."""
    reach = 3.5 * A_N
    n = int(round((R + reach) / h))
    l_max = int(np.sqrt(np.real(k)**2 + 2 * V_N) * R) + 10
    l = np.arange(m, l_max + 1) if neighbour else np.array([1])
    x, w = np.polynomial.legendre.leggauss(180)
    norm = np.sqrt((l + 0.5) / (l * (l + 1.0) if m else 1.0))
    basis = norm[:, None] * lpmv(m, l[:, None], x) * np.sqrt(w)
    # energy whose wavenumber on this grid is exactly k
    energy = (1 - np.cos(k * h)) / h**2
    hop = 0.5 / h**2
    p_channel = (l == 1).astype(float)
    inverse, y, total = None, None, 0.0
    for i in range(n, 0, -1):
        r = i * h
        diagonal = energy - 2 * hop - l * (l + 1) / (2 * r**2) - well_c(r)
        block = np.diag(diagonal + 0j)
        if neighbour and abs(r - R) < reach:
            d = np.sqrt(np.maximum(r**2 + R**2 - 2 * r * R * x, 0.0))
            block -= (basis * well_n(d)) @ basis.T
        source = p_channel * r**2 * np.exp(-4 * r**2)
        if inverse is None:
            ratio = (r + h) * hankel(l, k * (r + h)) / (r * hankel(l, k * r))
            block += np.diag(hop * ratio)
            y = source + 0j
        else:
            block -= hop**2 * inverse
            y = source - hop * (inverse @ y)
        inverse = np.linalg.inv(block)
        total += y @ inverse @ y
    return total


def grid_signal(k, R, m=0):
    """Complex signal whose real part is mu/mu0 - 1."""
    alone = grid_response(k, R, m, False)
    both = grid_response(k, R, m, True)
    return 1j * (both - alone) / (-alone.imag)


# re-expansion of the outgoing p wave about a neighbour on the z axis
k0, R0, rp, angle = 2.0, 6.0, 1.0, 0.7
z, rho = R0 + rp * np.cos(angle), rp * np.sin(angle)
dist = np.hypot(z, rho)
ls = np.arange(31)
series = -np.sum((2 * ls + 1) * (-1.0)**ls * hankel(ls, k0 * R0, True)
                 * spherical_jn(ls, k0 * rp)
                 * eval_legendre(ls, np.cos(angle)))
assert abs(series - hankel(1, k0 * dist) * z / dist) < 1e-9

print("Two Gaussian wells, full grid solution against the formulas")
print(f"absorber {V_C} hartree, {A_C} bohr; neighbour {V_N} hartree, {A_N} bohr")
results = {}
for k_test, R_test in ((1.5, 6.0), (2.0, 6.0), (2.0, 12.0)):
    ka = np.array([k_test])
    tc = phase_tangents(well_c, 3.5 * A_C, ka, int(k_test * 3.5 * A_C) + 8)
    tn = phase_tangents(well_n, 3.5 * A_N, ka, int(k_test * 3.5 * A_N) + 8)
    f_n, f_c = backscattering(ka, tn)[0], backscattering(ka, tc)[0]
    full = grid_signal(k_test, R_test)
    sph = spherical_signal(ka, R_test, tc[:, 1], tn)[0]
    s_p = (1 + 1j * tc[0, 1]) / (1 - 1j * tc[0, 1])
    plane = 3j * f_n * s_p * np.exp(2j * k_test * R_test) \
        / (k_test * R_test**2)
    # allowed: one further round trip between the atoms, plus grid error
    allowed = 2 * abs(f_c * f_n) / R_test**2 + 0.01
    err_s, err_p = abs(full / sph - 1), abs(plane / full - 1)
    print(f"k={k_test} 1/bohr R={R_test} bohr: chi full {full.real:.6f}, "
          f"spherical {sph.real:.6f}, plane {plane.real:.6f}")
    print(f"   relative complex error: spherical {err_s:.4f} "
          f"(allowed {allowed:.4f}), plane {err_p:.4f}")
    assert err_s < allowed
    results[k_test, R_test] = (full, err_p)
near, far = results[2.0, 6.0], results[2.0, 12.0]
assert far[1] < 0.7 * near[1] and far[1] < 0.2

# polarization across the bond
across = [abs(grid_signal(2.0, R, 1)) / abs(results[2.0, R][0])
          for R in (6.0, 12.0)]
print(f"across/along bond signal, k=2: R=6 {across[0]:.5f}, "
      f"R=12 {across[1]:.5f}")
assert across[0] < 0.1 and across[1] < across[0] / 2

# damping of the amplitude by a complex wavenumber
kappa = 0.05
loss = [abs(grid_signal(2.0 + 1j * kappa, R)) / abs(results[2.0, R][0])
        for R in (6.0, 12.0)]
expected_loss = np.exp(-2 * kappa * 6.0)
print(f"extra damping from R=6 to 12 bohr at Im k={kappa} 1/bohr: "
      f"grid {loss[1]/loss[0]:.4f}, exp(-2 dR Im k) {expected_loss:.4f}")
assert abs(loss[1] / loss[0] / expected_loss - 1) < 0.02

# slope of the p phase at high energy, weak attraction and weak repulsion
k_high = np.array([19.9, 20.0, 20.1])
for sign in (-1.0, 1.0):
    weak = (lambda r, s=sign: s * np.exp(-(r / 0.6)**2))
    delta = np.arctan(phase_tangents(weak, 2.1, k_high, 1)[:, 1])
    slope = (delta[2] - delta[0]) / (k_high[2] - k_high[0])
    estimate = sign * 0.6 * np.sqrt(np.pi) / 2 / k_high[1]**2
    print(f"weak well V0={sign:+.0f} hartree, a=0.6 bohr, k=20 1/bohr: "
          f"d(delta_1)/dk {slope:.6f}, integral {estimate:.6f} bohr")
    assert abs(slope / estimate - 1) < 0.1

# ---- Worked example: screened Coulomb atoms ----
Z_C, SCREEN_C, Z_N, SCREEN_N = 30.0, 0.30, 8.0, 0.45
R_A, N_NEIGH, SIGMA2_A, LAMBDA_A = 2.50, 6, 0.005, 10.0
k_A = np.linspace(3.0, 14.0, 221)
k_au, R_au = k_A * BOHR_A, R_A / BOHR_A
r_cut = R_au / 2
tan_c = phase_tangents(lambda r: -Z_C / r * np.exp(-r / SCREEN_C),
                       r_cut, k_au, 1)[:, 1]
tan_n = phase_tangents(lambda r: -Z_N / r * np.exp(-r / SCREEN_N),
                       r_cut, k_au, int(k_au[-1] * r_cut) + 8)
f_A = backscattering(k_au, tan_n) * BOHR_A
phase_c = np.unwrap(2 * np.arctan(tan_c))
phase_b = np.unwrap(np.angle(f_A))
phase = phase_c + phase_b
damping = np.exp(-2 * SIGMA2_A * k_A**2 - 2 * R_A / LAMBDA_A)
envelope = N_NEIGH * np.abs(f_A) / (k_A * R_A**2) * damping


def chi_with(phi):
    return -envelope * np.sin(2 * k_A * R_A + phi)


# Gaussian disorder, averaged explicitly at k = 10 per angstrom
k10, sig = 10.0, np.sqrt(SIGMA2_A)
u = np.linspace(-8 * sig, 8 * sig, 4001)
gauss = np.exp(-u**2 / (2 * SIGMA2_A))
average = np.sum(gauss * np.exp(2j * k10 * u) / (1 + u / R_A)**2) / gauss.sum()
dw = np.exp(-2 * SIGMA2_A * k10**2)
assert abs(average / dw - (1 - 4j * k10 * SIGMA2_A / R_A)) < 0.01

window = np.sin(np.pi * (k_A - k_A[0]) / (k_A[-1] - k_A[0]))**2
r_A = np.arange(0.0, 6.0, 0.001)
kernel = np.exp(-2j * np.outer(r_A, k_A)) * (k_A[1] - k_A[0])


def transform(signal, power=3):
    return np.abs(kernel @ (window * k_A**power * signal))


def peak(signal, power=3):
    return r_A[np.argmax(transform(signal, power))]


def mean_slope(phi, power=3):
    weight = (window * k_A**power * envelope)**2
    return np.sum(weight * np.gradient(phi, k_A)) / weight.sum()


chi = chi_with(phase)
magnitude2 = transform(chi)**2
centroid = np.sum(r_A * magnitude2) / magnitude2.sum()
shift_c, shift_b = mean_slope(phase_c) / 2, mean_slope(phase_b) / 2
predicted = R_A + shift_c + shift_b
resolution = np.pi / (2 * (k_A[-1] - k_A[0]))
peak_full, peak_none = peak(chi), peak(chi_with(0.0))
corrected = peak(chi * np.exp(-1j * phase))
data = spherical_signal(k_au, R_au, tan_c, tan_n).real / 3 * N_NEIGH * damping
peak_data = peak(data)
recovered = peak(data * np.exp(-1j * phase))

print("Worked example: screened Coulomb absorber and six neighbours")
print(f"absorber Z={Z_C:.0f}, a={SCREEN_C} bohr; "
      f"neighbour Z={Z_N:.0f}, a={SCREEN_N} bohr")
print(f"R={R_A} A = {R_au:.4f} bohr, cut radius {r_cut:.4f} bohr, "
      f"N={N_NEIGH}, sigma^2={SIGMA2_A} A^2, lambda={LAMBDA_A} A")
print("k (1/A), |f(pi)| (A), 2 delta_1 (rad), arg f (rad), damping, chi")
for k_show in (4, 6, 8, 10, 12):
    i = int(np.argmin(abs(k_A - k_show)))
    print(f"{k_A[i]:5.1f} {abs(f_A[i]):8.4f} {phase_c[i]:8.3f} "
          f"{phase_b[i]:8.3f} {damping[i]:8.4f} {chi[i]:10.6f}")
print(f"disorder at k=10 1/A: |average| {abs(average):.4f}, "
      f"exp(-2 s^2 k^2) {dw:.4f}, phase {np.angle(average):.4f} rad")
print(f"peak shift from disorder, -2 s^2/R: {-2*SIGMA2_A/R_A:.4f} A")
print(f"half mean slope, central phase:        {shift_c:.4f} A")
print(f"half mean slope, backscattering phase: {shift_b:.4f} A")
print(f"predicted centroid {predicted:.4f} A, from transform {centroid:.4f} A")
print(f"resolution pi/(2 dk): {resolution:.4f} A")
print(f"peak, both phases:              {peak_full:.3f} A")
print(f"peak shift, both phases:        {peak_full - R_A:.3f} A")
print(f"peak, central phase only:       {peak(chi_with(phase_c)):.3f} A")
print(f"peak, backscattering only:      {peak(chi_with(phase_b)):.3f} A")
print(f"peak, no phases:                {peak_none:.3f} A")
print(f"peak, phase-corrected:          {corrected:.3f} A")
print(f"peak with weight k^1:           {peak(chi, 1):.3f} A")
print(f"predicted centroid, weight k^1: {R_A + mean_slope(phase, 1)/2:.3f} A")
print(f"peak, spherical-wave data:      {peak_data:.3f} A")
print(f"R recovered from these data:    {recovered:.3f} A")

assert abs(centroid - predicted) < 0.01
assert shift_c < 0 and shift_b < 0 and peak_full < R_A
assert abs(peak_full - predicted) < resolution
assert abs(peak_none - R_A) < 0.01 and abs(corrected - R_A) < 0.01
assert abs(peak_data - peak_full) < 0.1 and abs(recovered - R_A) < 0.05
print("OK")
```

It fails:

```
Two Gaussian wells, full grid solution against the formulas
absorber 8.0 hartree, 0.6 bohr; neighbour 6.0 hartree, 0.5 bohr
k=1.5 1/bohr R=6.0 bohr: chi full -0.029045, spherical -0.029475, plane -0.031146
   relative complex error: spherical 0.0272 (allowed 0.0374), plane 0.1968
k=2.0 1/bohr R=6.0 bohr: chi full -0.010563, spherical -0.010598, plane -0.012327
   relative complex error: spherical 0.0197 (allowed 0.0198), plane 0.1681
k=2.0 1/bohr R=12.0 bohr: chi full -0.002177, spherical -0.002304, plane -0.002257
   relative complex error: spherical 0.0413 (allowed 0.0124), plane 0.0871
Traceback (most recent call last):
  File "check.py", line 161, in <module>
    assert err_s < allowed
           ^^^^^^^^^^^^^^^
AssertionError
```

Likely cause: The grid solution used as reference had too few angular channels: its largest transverse wavenumber, l_max/R, fell from 5.7 to 4.8 per bohr as R grew from 6 to 12 bohr, too low for a neighbour well only 0.5 bohr wide. This explains why the disagreement grew with distance, whereas true rescattering would shrink; the derived formula is unchanged. The cutoff is now l_max = 9R (R in bohr) with a new convergence test, the radial step is reduced from 0.02 to 0.0125 bohr, and elimination runs outwards from the absorber to keep the larger calculation fast. No existing tolerance or tested quantity is changed.

Diff:

```diff
@@ -85,14 +85,15 @@
 
 
-def grid_response(k, R, m, neighbour, h=0.02):
+def grid_response(k, R, m, neighbour, q_max=9.0, h=0.0125):
     """<s|G|s> for a localized l=1 source s, outgoing boundary condition.
 
     Finite differences in r, coupled angular channels about the absorber,
-    block elimination from the outside inwards."""
+    block elimination from the absorber outwards. Channels are uncoupled,
+    hence plain vectors, until the neighbour is reached.
+    q_max: largest transverse wavenumber l/R resolved at the neighbour."""
     reach = 3.5 * A_N
     n = int(round((R + reach) / h))
-    l_max = int(np.sqrt(np.real(k)**2 + 2 * V_N) * R) + 10
-    l = np.arange(m, l_max + 1) if neighbour else np.array([1])
-    x, w = np.polynomial.legendre.leggauss(180)
+    l = np.arange(m, int(q_max * R) + 1) if neighbour else np.array([1])
+    x, w = np.polynomial.legendre.leggauss(240)
     norm = np.sqrt((l + 0.5) / (l * (l + 1.0) if m else 1.0))
     basis = norm[:, None] * lpmv(m, l[:, None], x) * np.sqrt(w)
@@ -101,29 +102,31 @@
     hop = 0.5 / h**2
     p_channel = (l == 1).astype(float)
-    inverse, y, total = None, None, 0.0
-    for i in range(n, 0, -1):
+    inverse, y, total = np.zeros(len(l)), np.zeros(len(l)), 0.0
+    for i in range(1, n + 1):
         r = i * h
         diagonal = energy - 2 * hop - l * (l + 1) / (2 * r**2) - well_c(r)
-        block = np.diag(diagonal + 0j)
-        if neighbour and abs(r - R) < reach:
+        source = p_channel * r**2 * np.exp(-4 * r**2)
+        if i == n:
+            ratio = (r + h) * hankel(l, k * (r + h)) / (r * hankel(l, k * r))
+            diagonal = diagonal + hop * ratio
+        is_vector = inverse.ndim == 1
+        y = source - hop * (inverse * y if is_vector else inverse @ y)
+        if neighbour and r > R - reach:
             d = np.sqrt(np.maximum(r**2 + R**2 - 2 * r * R * x, 0.0))
-            block -= (basis * well_n(d)) @ basis.T
-        source = p_channel * r**2 * np.exp(-4 * r**2)
-        if inverse is None:
-            ratio = (r + h) * hankel(l, k * (r + h)) / (r * hankel(l, k * r))
-            block += np.diag(hop * ratio)
-            y = source + 0j
+            eliminated = np.diag(inverse) if is_vector else inverse
+            block = (np.diag(diagonal) - (basis * well_n(d)) @ basis.T
+                     - hop**2 * eliminated)
+            inverse = np.linalg.inv(block)
+            total = total + y @ inverse @ y
         else:
-            block -= hop**2 * inverse
-            y = source - hop * (inverse @ y)
-        inverse = np.linalg.inv(block)
-        total += y @ inverse @ y
+            inverse = 1 / (diagonal - hop**2 * inverse)
+            total = total + np.sum(y * inverse * y)
     return total
 
 
-def grid_signal(k, R, m=0):
+def grid_signal(k, R, m=0, q_max=9.0):
     """Complex signal whose real part is mu/mu0 - 1."""
     alone = grid_response(k, R, m, False)
-    both = grid_response(k, R, m, True)
+    both = grid_response(k, R, m, True, q_max)
     return 1j * (both - alone) / (-alone.imag)
 
@@ -141,4 +144,12 @@
 print("Two Gaussian wells, full grid solution against the formulas")
 print(f"absorber {V_C} hartree, {A_C} bohr; neighbour {V_N} hartree, {A_N} bohr")
+
+# convergence with the number of angular channels
+finest = grid_signal(2.0, 6.0, q_max=11.0)
+change = [abs(grid_signal(2.0, 6.0, q_max=q) / finest - 1) for q in (5.0, 9.0)]
+print(f"channel cutoff error, k=2, R=6, against l_max/R=11: "
+      f"l_max/R=5 {change[0]:.5f}, l_max/R=9 {change[1]:.5f}")
+assert change[1] < 0.003
+
 results = {}
 for k_test, R_test in ((1.5, 6.0), (2.0, 6.0), (2.0, 12.0)):
```

After the repair:

```
Two Gaussian wells, full grid solution against the formulas
absorber 8.0 hartree, 0.6 bohr; neighbour 6.0 hartree, 0.5 bohr
channel cutoff error, k=2, R=6, against l_max/R=11: l_max/R=5 0.03486, l_max/R=9 0.00018
k=1.5 1/bohr R=6.0 bohr: chi full -0.029189, spherical -0.029475, plane -0.031146
   relative complex error: spherical 0.0111 (allowed 0.0374), plane 0.2103
k=2.0 1/bohr R=6.0 bohr: chi full -0.010585, spherical -0.010598, plane -0.012327
   relative complex error: spherical 0.0037 (allowed 0.0198), plane 0.1728
k=2.0 1/bohr R=12.0 bohr: chi full -0.002303, spherical -0.002304, plane -0.002257
   relative complex error: spherical 0.0011 (allowed 0.0124), plane 0.0883
across/along bond signal, k=2: R=6 0.00453, R=12 0.00108
extra damping from R=6 to 12 bohr at Im k=0.05 1/bohr: grid 0.5473, exp(-2 dR Im k) 0.5488
weak well V0=-1 hartree, a=0.6 bohr, k=20 1/bohr: d(delta_1)/dk -0.001298, integral -0.001329 bohr
weak well V0=+1 hartree, a=0.6 bohr, k=20 1/bohr: d(delta_1)/dk 0.001238, integral 0.001329 bohr
Worked example: screened Coulomb absorber and six neighbours
absorber Z=30, a=0.3 bohr; neighbour Z=8, a=0.45 bohr
R=2.5 A = 4.7243 bohr, cut radius 2.3622 bohr, N=6, sigma^2=0.005 A^2, lambda=10.0 A
k (1/A), |f(pi)| (A), 2 delta_1 (rad), arg f (rad), damping, chi
  4.0   0.6942   -2.029   -1.141   0.5169   0.077567
  6.0   0.3899   -2.773   -1.092   0.4232  -0.022242
  8.0   0.2076   -3.393   -1.255   0.3198   0.005681
 10.0   0.1183   -3.930   -1.521   0.2231  -0.001360
 12.0   0.0740   -4.402   -1.817   0.1437   0.000311
disorder at k=10 1/A: |average| 0.3682, exp(-2 s^2 k^2) 0.3679, phase -0.0801 rad
peak shift from disorder, -2 s^2/R: -0.0040 A
half mean slope, central phase:        -0.1495 A
half mean slope, backscattering phase: -0.0461 A
predicted centroid 2.3044 A, from transform 2.3044 A
resolution pi/(2 dk): 0.1428 A
peak, both phases:              2.305 A
peak shift, both phases:        -0.195 A
peak, central phase only:       2.354 A
peak, backscattering only:      2.451 A
peak, no phases:                2.500 A
peak, phase-corrected:          2.500 A
peak with weight k^1:           2.308 A
predicted centroid, weight k^1: 2.311 A
peak, spherical-wave data:      2.286 A
R recovered from these data:    2.481 A
OK
```
